# The Coulomb problem on hyperbolic three-space and its finite shells: a numerical check

```python
"""
Coulomb problem on hyperbolic three-space, Hartree atomic units.
Result under test: H = -Laplacian/2 - (Z/R) coth(chi) has bound levels
    E_n = -Z^2/(2 n^2) - (n^2 - 1)/(2 R^2)   only for n^2 < Z R,
each with l = 0..n-1; the continuum starts at -Z/R + 1/(2 R^2).
R: curvature radius, chi = r/R: scaled geodesic distance, K: curvature
(K = -1/R^2 here, K = +1/R^2 on the three-sphere, where coth becomes cot).
The radial function u is sinh(chi) times the radial part of psi.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigvals
from scipy.integrate import solve_ivp, quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---- differential identities, evaluated at high precision for both signs of K
def check_identities():
    r, th = sp.symbols("r theta", positive=True)
    Z = sp.Rational(7, 5)
    f = r**3 * sp.exp(-r / 2) + r**2          # generic trial function
    point = {r: sp.Rational(7, 5), th: sp.Rational(4, 5)}
    worst = 0.0
    for K in (sp.Rational(1, 9), -sp.Rational(1, 4)):
        k = sp.sqrt(K)
        S, C = sp.sin(k * r) / k, sp.cos(k * r)
        w = C / S

        def laplacian(psi):
            radial = sp.diff(S**2 * sp.diff(psi, r), r) / S**2
            polar = sp.diff(sp.sin(th) * sp.diff(psi, th), th)
            return radial + polar / (S**2 * sp.sin(th))

        def h(l, g):
            return -sp.diff(g, r, 2) + (l * (l + 1) / S**2 - 2 * Z * w) * g

        residuals = [S**2 * sp.diff(-Z * w, r) - Z]       # Gauss's law
        for l, Y in ((0, sp.Integer(1)), (1, sp.cos(th)),
                     (2, 3 * sp.cos(th)**2 - 1)):
            psi = f * Y / S
            full = -laplacian(psi) / 2 - Z * w * psi
            residuals.append(full - (h(l, f) - K * f) * Y / (2 * S))
        for l in (1, 2, 3):
            W = l * w - Z / l
            eps = l**2 * K - Z**2 / l**2

            def lower(g):
                return sp.diff(g, r) - W * g

            def lower_adjoint(g):
                return -sp.diff(g, r) - W * g

            residuals.append(lower_adjoint(lower(f)) + eps * f - h(l - 1, f))
            residuals.append(lower(lower_adjoint(f)) + eps * f - h(l, f))
        for item in residuals:
            worst = max(worst, abs(complex(sp.N(item.subs(point), 30))))
    assert worst < 1e-15
    return worst


# ---- spectra by Chebyshev collocation with u = 0 at both ends
def collocation(N, L):
    j = np.arange(N + 1)
    x = np.cos(np.pi * j / N)
    c = np.ones(N + 1)
    c[0] = c[-1] = 2.0
    c *= (-1.0)**j
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(N + 1))
    D -= np.diag(D.sum(axis=1))
    chi = L * np.cos(np.pi * j / (2 * N))**2
    D2 = (D @ D) * (2 / L)**2
    return chi[1:-1], D2[1:-1, 1:-1]


def hyperbolic_bound(Z, R, l, N=160, L=40.0):
    chi, D2 = collocation(N, L)
    pot = l * (l + 1) / np.sinh(chi)**2 - 2 * Z * R / np.tanh(chi)
    E = (eigvals(-D2 + np.diag(pot)) + 1) / (2 * R**2)
    threshold = -Z / R + 1 / (2 * R**2)
    E = E[E.real < threshold]
    assert np.all(abs(E.imag) < 1e-8)
    return np.sort(E.real)


def sphere_levels(Z, K, l, count, N=80):
    R = 1 / np.sqrt(K)
    chi, D2 = collocation(N, np.pi)
    pot = l * (l + 1) / np.sin(chi)**2 - 2 * Z * R / np.tan(chi)
    E = (eigvals(-D2 + np.diag(pot)) - 1) / (2 * R**2)
    return np.sort(E.real)[:count]


# ---- regular solution at the continuum threshold: its zeros count bound states
def threshold_solution(ZR, l):
    grid = np.geomspace(1e-5, 200.0, 4000)

    def rhs(chi, y):
        pot = l * (l + 1) / np.sinh(chi)**2 - 4 * ZR / np.expm1(2 * chi)
        return [y[1], pot * y[0]]

    start = [1.0, (l + 1) / grid[0] - ZR / (l + 1)]
    sol = solve_ivp(rhs, (grid[0], grid[-1]), start, method="DOP853",
                    t_eval=grid, rtol=1e-10, atol=1e-12)
    assert sol.success
    u, du = sol.y
    zeros = int(np.sum(u[1:] * u[:-1] < 0))
    return zeros, du[-1] / u[-1]


def level(Z, K, n):
    return -Z**2 / (2 * n**2) + K * (n**2 - 1) / 2


worst_identity = check_identities()
print(f"Largest residual of the differential identities: {worst_identity:.1e}")

Z, R = 1.0, 10.0
K = -1 / R**2
E_th = -Z / R + 1 / (2 * R**2)
print(f"Z = {Z:.0f}, R = {R:.0f} bohr, ZR = {Z*R:.0f}, K = {K:.3f} bohr^-2")
print(f"Continuum threshold: {E_th:.6f} hartree = {E_th*HARTREE_EV:.4f} eV")

spectra = [hyperbolic_bound(Z, R, l) for l in range(4)]
bound_n = [n for n in range(1, 10) if n**2 < Z * R]
deviation = 0.0
for l, E in enumerate(spectra):
    expected = np.array([level(Z, K, n) for n in bound_n if n > l])
    assert len(E) == len(expected)
    if len(E):
        deviation = max(deviation, np.max(abs(E - expected)))
    print(f"Diagonalized bound levels, l = {l} (hartree):",
          " ".join(f"{e:.6f}" for e in E) if len(E) else "none")
assert deviation < 1e-7
print(f"Largest deviation from the level formula: {deviation:.1e} hartree")
states = sum((2 * l + 1) * len(E) for l, E in enumerate(spectra))
top = len(spectra[0])
assert states == top * (top + 1) * (2 * top + 1) // 6
print(f"Bound shells: {top}; bound states without spin: {states}")

for n, E in enumerate(spectra[0], start=1):
    kappa = Z * R / n - n
    assert abs((E_th - E) - kappa**2 / (2 * R**2)) < 1e-7
    print(f"n = {n}: E = {E*HARTREE_EV:.4f} eV, kappa = {kappa:.4f}, "
          f"R/kappa = {R/kappa:.3f} bohr, E_th-E = {E_th-E:.6f} hartree")

# the formal fourth level lies below threshold but is absent from the spectrum
formal = level(Z, K, 4)
gap = min(np.min(abs(E - formal)) for E in spectra if len(E))
assert formal < E_th and gap > 1e-3
print(f"Formal n = 4 energy: {formal:.6f} hartree, "
      f"kappa = {Z*R/4-4:.4f}")
print(f"Distance from it to the nearest bound level: {gap:.6f} hartree")

# continue numerical sphere levels linearly from K > 0 to K < 0
k = 1 / R**2
s1, s2, s3 = (sphere_levels(Z, m * k, 0, 4) for m in (1, 2, 3))
for l in range(4):
    numeric = sphere_levels(Z, k, l, 3)
    wanted = [level(Z, k, n) for n in range(l + 1, l + 4)]
    assert np.max(abs(numeric - wanted)) < 1e-7
nonlinearity = np.max(abs(s3 - 2 * s2 + s1))
assert nonlinearity < 1e-7
flat = 2 * s1 - s2
continued = 3 * s1 - 2 * s2
assert np.max(abs(flat + Z**2 / (2 * np.arange(1, 5)**2))) < 1e-7
assert np.max(abs(continued[:top] - spectra[0])) < 1e-7
assert abs(continued[3] - formal) < 1e-7
print("Sphere levels and linear continuation in K, l = 0 (hartree):")
for i in range(4):
    print(f"  n = {i+1}: K=+0.02 {s2[i]:.6f}, K=+0.01 {s1[i]:.6f}, "
          f"K=0 {flat[i]:.6f}, K=-0.01 {continued[i]:.6f}")
print(f"Largest second difference in K: {nonlinearity:.1e} hartree")

# bound-state counts on both sides of each critical value of ZR
print("Bound levels from zeros of the threshold solution:")
for ZR in (0.9, 1.1, 3.9, 4.1, 8.9, 9.1):
    counts = []
    for l in range(3):
        zeros, slope = threshold_solution(ZR, l)
        assert slope > 0                     # no further zero at larger chi
        assert zeros == sum(1 for n in range(l + 1, 10) if n**2 < ZR)
        counts.append(zeros)
    print(f"  ZR = {ZR:.1f}: l=0: {counts[0]}, l=1: {counts[1]}, "
          f"l=2: {counts[2]}")
zeros, slope = threshold_solution(4.0, 0)
assert abs(slope) < 1e-5                     # tends to a constant, not to zero
print(f"Critical ZR = 4, l = 0: u'/u at chi = 200 is {slope:.1e}")

# comparison bound that excludes bound states when l(l+1) >= ZR
x = np.linspace(0.01, 8, 800)
product = np.sinh(x)**2 * (1 / np.tanh(x) - 1)
assert np.max(abs(product - (1 - np.exp(-2 * x)) / 2)) < 1e-8
assert np.max(product) < 0.5 + 1e-8
print(f"Largest sinh^2(chi)(coth(chi)-1) on the grid: {np.max(product):.6f}")

# norm of the unnormalized ground state sinh(chi) exp(-ZR chi)
a = Z * R
norm = quad(lambda t: np.sinh(t)**2 * np.exp(-2 * a * t), 0, 5,
            epsabs=1e-14, epsrel=1e-10)[0]
assert abs(norm * 4 * a * (a**2 - 1) - 1) < 1e-8
print(f"Ground-state integral of u^2 over chi: {norm:.6e}")
print("PASS")
```

Running it gives:

```
Largest residual of the differential identities: 6.9e-164
Z = 1, R = 10 bohr, ZR = 10, K = -0.010 bohr^-2
Continuum threshold: -0.095000 hartree = -2.5851 eV
Diagonalized bound levels, l = 0 (hartree): -0.500000 -0.140000 -0.095556
Diagonalized bound levels, l = 1 (hartree): -0.140000 -0.095556
Diagonalized bound levels, l = 2 (hartree): -0.095556
Diagonalized bound levels, l = 3 (hartree): none
Largest deviation from the level formula: 1.6e-14 hartree
Bound shells: 3; bound states without spin: 14
n = 1: E = -13.6057 eV, kappa = 9.0000, R/kappa = 1.111 bohr, E_th-E = 0.405000 hartree
n = 2: E = -3.8096 eV, kappa = 3.0000, R/kappa = 3.333 bohr, E_th-E = 0.045000 hartree
n = 3: E = -2.6002 eV, kappa = 0.3333, R/kappa = 30.000 bohr, E_th-E = 0.000556 hartree
Formal n = 4 energy: -0.106250 hartree, kappa = -1.5000
Distance from it to the nearest bound level: 0.010694 hartree
Sphere levels and linear continuation in K, l = 0 (hartree):
  n = 1: K=+0.02 -0.500000, K=+0.01 -0.500000, K=0 -0.500000, K=-0.01 -0.500000
  n = 2: K=+0.02 -0.095000, K=+0.01 -0.110000, K=0 -0.125000, K=-0.01 -0.140000
  n = 3: K=+0.02 0.024444, K=+0.01 -0.015556, K=0 -0.055556, K=-0.01 -0.095556
  n = 4: K=+0.02 0.118750, K=+0.01 0.043750, K=0 -0.031250, K=-0.01 -0.106250
Largest second difference in K: 5.0e-15 hartree
Bound levels from zeros of the threshold solution:
  ZR = 0.9: l=0: 0, l=1: 0, l=2: 0
  ZR = 1.1: l=0: 1, l=1: 0, l=2: 0
  ZR = 3.9: l=0: 1, l=1: 0, l=2: 0
  ZR = 4.1: l=0: 2, l=1: 1, l=2: 0
  ZR = 8.9: l=0: 2, l=1: 1, l=2: 0
  ZR = 9.1: l=0: 3, l=1: 2, l=2: 1
Critical ZR = 4, l = 0: u'/u at chi = 200 is 7.1e-12
Largest sinh^2(chi)(coth(chi)-1) on the grid: 0.500000
Ground-state integral of u^2 over chi: 2.525253e-04
PASS
```
